# Germanium 4p spin-orbit constant and the PAW amplitude for the split-off gap

**Question**

I am trying to understand the spin-orbit splitting of the valence-band top of germanium in PAW language. The plan was to compute the spin-orbit constant \(\xi\) of the 4p orbital from an LDA atom, take the atomic splitting \(3\xi/2\), and multiply it by the weight of the crystal state on the atomic p partial waves. The split-off gap I want to reach is 0.29 eV.

Three things stop me. I don't see which \(\xi(r)\) belongs to a scalar-relativistic atom. I am unsure how the two atoms in the primitive cell enter. And if the atomic splitting turns out smaller than 0.29 eV, the weight would have to exceed one, which looks impossible for a projection. What amplitude \(\langle\tilde p|\tilde\Psi\rangle\) is needed, and is it allowed?

**Answer**

The weight may exceed one, because the partial wave is normalized over all space while the crystal state is normalized in one cell. To see how far it may go, we need \(\xi\), the PAW matrix element and the norm inside the spheres. I use Hartree atomic units in the derivations, with \(c_0\) the speed of light, and eV for energies in the results.

**1. The spin-orbit function**

Let \(V(r)\) be the spherical potential, \(u(r)\) the large radial component times \(r\), and \(q(r)\) the small one. With the energy \(\varepsilon\) measured from the rest energy, the radial Dirac equations are

\[
u'=-\frac{\kappa}{r}u+\frac{2c_0^2+\varepsilon-V}{c_0}\,q,\qquad
q'=\frac{\kappa}{r}q-\frac{\varepsilon-V}{c_0}\,u .
\]

Here \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). Define

\[
T(r)=\frac{c_0^2}{2c_0^2+\varepsilon-V(r)} .
\]

The first equation then gives \(q=(T/c_0)(u'+\kappa u/r)\). Insert this into the second equation and multiply by \(-c_0\):

\[
-\left[T\left(u'+\frac{\kappa u}{r}\right)\right]'+\frac{\kappa}{r}\,T\left(u'+\frac{\kappa u}{r}\right)+Vu=\varepsilon u .
\]

Multiply by \(u\), integrate, and move the derivative in the first term onto \(u\). The boundary terms vanish for a bound state, so

\[
\int T\left(u'+\frac{\kappa u}{r}\right)^2dr+\int Vu^2\,dr=\varepsilon\int u^2\,dr .
\]

For a valence electron \(|\varepsilon|\ll 2c_0^2\), so I set \(\varepsilon=0\) inside \(T\). This is the zeroth-order regular approximation, ZORA. Expanding the square gives

\[
Tu'^2+\frac{\kappa T}{r}(u^2)'+\frac{\kappa^2T}{r^2}u^2 .
\]

The middle term is integrated by parts:

\[
\int\frac{\kappa T}{r}(u^2)'\,dr
=-\kappa\int\left(\frac{T'}{r}-\frac{T}{r^2}\right)u^2\,dr .
\]

The kinetic integrand becomes

\[
Tu'^2+\frac{\kappa(\kappa+1)T}{r^2}u^2-\frac{\kappa T'}{r}u^2 .
\]

For both values of \(\kappa\), \(\kappa(\kappa+1)=l(l+1)\), so only the last term distinguishes the two \(j\). The angular operator has the value

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]=-\frac{\kappa+1}{2},
\]

and therefore \(-\kappa=1+2\,\mathbf L\cdot\mathbf S\). The "1" belongs to the scalar-relativistic equation. The rest is the spin-orbit term \(\xi(r)\,\mathbf L\cdot\mathbf S\), with

\[
\xi(r)=\frac{2T'}{r}=\frac{2c_0^2}{\left(2c_0^2-V\right)^2}\,\frac1r\frac{dV}{dr} .
\]

Where \(|V|\ll2c_0^2\), this reduces to the Pauli form \(V'/(2c_0^2r)\). Very close to the nucleus \(V\simeq-Z/r\), and the full expression is

\[
\xi(r)\simeq\frac{2c_0^2Z}{r\,(2c_0^2r+Z)^2} .
\]

It grows as \(1/r\) for \(r\ll Z/(2c_0^2)\), instead of the \(1/r^3\) of the Pauli form.

**2. The atomic splitting**

To first order, the spin-orbit constant is the average over the normalized scalar-relativistic orbital:

\[
\xi=\int_0^\infty u_{4p}^2(r)\,\xi(r)\,dr,\qquad \int_0^\infty u_{4p}^2\,dr=1 .
\]

For \(l=1\), \(\mathbf L\cdot\mathbf S\) is \(+\tfrac12\) in the four \(j=\tfrac32\) states and \(-1\) in the two \(j=\tfrac12\) states. The levels move by \(+\xi/2\) and \(-\xi\), so their separation is \(3\xi/2\).

I computed a neutral, spherical, spin-unpolarized atom with the configuration 4s²4p² outside the filled shells. The two 4p electrons are spread evenly over the six p spin-orbitals. The potential contains the nucleus, the Hartree term and LDA exchange-correlation with the VWN correlation functional. The radial equation was solved in piecewise polynomials and the potential iterated to self-consistency. The result is

\[
\varepsilon_{4p}=-4.05\ \text{eV},\qquad
\xi=0.1266\ \text{eV}=126.6\ \text{meV},
\]

\[
\frac{3\xi}{2}=1.5\times0.1266\ \text{eV}=0.190\ \text{eV}.
\]

A nonrelativistic LDA atom with the Pauli operator gives \(\xi=0.1258\) eV, so changing the orbital and the operator together shifts \(\xi\) by less than 1% of the Pauli value here. This small net shift does not mean that each change is small. With \(V<0\) and \(V'>0\), the full operator lies below the Pauli one at every \(r\) and lowers \(\xi\); since \(\xi\) still rises slightly, the relativistic orbital must more than make up for it.

First-order theory keeps the same radial orbital for both \(j\). Solving the radial Dirac equation separately for \(\kappa=-2\) and \(\kappa=1\), in the same potential, lets each orbital adjust and keeps \(\varepsilon\) in \(T\). The splitting is then 0.1945 eV. The first-order value lies 2.4% below it, relative to the Dirac value.

The running integral of \(u_{4p}^2\,\xi(r)\) reaches 90% of its total at about 0.11 bohr. The splitting therefore measures the amplitude of the valence orbital close to the nucleus, although most of the orbital's norm lies much farther out.

**3. From the atom to the PAW crystal**

In PAW, the all-electron state \(\Psi\) is rebuilt from a smooth state \(\tilde\Psi\). With one p partial wave \(\phi_{am}\) per atom \(a\) and orbital \(m=x,y,z\),

\[
|\Psi\rangle=|\tilde\Psi\rangle+\sum_{am}\left(|\phi_{am}\rangle-|\tilde\phi_{am}\rangle\right)\langle\tilde p_{am}|\tilde\Psi\rangle,
\qquad \langle\tilde p_{am}|\tilde\phi_{am'}\rangle=\delta_{mm'} .
\]

I take \(\phi_{am}\) to be the atomic 4p orbital, with its norm of one over all space. Inside the sphere, the p part of \(\Psi\) is then represented by \(\phi_{am}\) times the projection amplitude. The spin-orbit operator acting on the smooth states is

\[
H_{\rm SO}=\sum_a\sum_{mm'}|\tilde p_{am}\rangle\,
\langle\phi_{am}|\xi(r)\,\mathbf L\cdot\mathbf S|\phi_{am'}\rangle_{r<R_c}\,
\langle\tilde p_{am'}| ,
\]

where the inner matrix element still acts on spin. For a sphere radius \(R_c=2.3\) bohr, roughly half the Ge–Ge bond length, 99.97% of the atomic integral lies inside. I can therefore use the full atomic \(\xi\).

The valence top at \(\Gamma\), before spin-orbit coupling, is a triplet \(\Psi_\alpha\), \(\alpha=x,y,z\). Under the tetrahedral symmetry operations about an atom, the triplet and the three p orbitals transform in the same irreducible way. By Schur's lemma the matrix of amplitudes is a multiple of the identity. Inversion about the bond centre exchanges the two atoms, so both amplitudes have the same size:

\[
\langle\tilde p_{am}|\tilde\Psi_\alpha\rangle=s_a\,c\,\delta_{m\alpha},\qquad s_a=\pm1 .
\]

The sign \(s_a\) appears twice in a matrix element and cancels:

\[
\langle\tilde\Psi_\alpha|H_{\rm SO}|\tilde\Psi_\beta\rangle
=\sum_{a=1}^{2}s_a^2|c|^2\,\xi\,(\mathbf L\cdot\mathbf S)_{\alpha\beta}
=2|c|^2\,\xi\,(\mathbf L\cdot\mathbf S)_{\alpha\beta} .
\]

Spin-orbit coupling conserves parity, so it does not mix this triplet with the p triplet of opposite parity. The crystal problem is therefore the atomic one with \(\xi\) multiplied by \(W=2|c|^2\). A quartet lies above a split-off doublet, and the gap is

\[
\Delta=W\,\frac{3\xi}{2}=3|c|^2\xi .
\]

This holds to first order within the triplet and with one p partial wave per atom.

**4. The required amplitude**

Solve for the total weight first:

\[
W=\frac{\Delta}{3\xi/2}=\frac{0.29}{0.1899}=1.53 .
\]

The two atoms share it equally:

\[
|c|^2=\frac W2=0.764,\qquad |c|=\sqrt{0.764}=0.874 .
\]

So the required projection amplitude is about 0.87 on each atom. Using the Dirac splitting instead gives

\[
|c|=\sqrt{\frac{0.29}{2\times0.1945}}=0.863 .
\]

The amplitude varies as the inverse square root of the atomic splitting, which is why a 2.4% difference in splitting changes it by about half as much.

**5. Why a weight of 1.53 is allowed**

The sum \(W=\sum_a|c|^2\) would be a probability if the partial waves were orthonormal functions contained in the cell. They are not: each carries the norm of a whole free atom. The part inside the sphere is

\[
Q=\int_0^{R_c}u_{4p}^2\,dr=0.3684 .
\]

The crystal state therefore has p norm \(|c|^2Q\) in each sphere. The state has norm one in the primitive cell, and the spheres are taken not to overlap. Other angular momenta in the spheres and the region between them contribute non-negative amounts, so

\[
2|c|^2Q=WQ\le1\quad\Longrightarrow\quad W\le\frac1Q=2.71 .
\]

This is an upper bound, not an estimate of \(W\). For the required weight,

\[
WQ=1.527\times0.3684=0.563 .
\]

About 56% of the state would be p-like norm inside the two spheres, leaving 44% for everything else. Normalization permits the requested gap.

You can also put the enhancement into \(\xi\). Normalize the partial wave to one inside the sphere by multiplying it by \(1/\sqrt Q\). Duality then multiplies the projector, and hence \(c\), by \(\sqrt Q\). The spin-orbit integral becomes \(\xi/Q\), and the total weight becomes \(WQ=0.563\), now a true fraction of the norm. The product is unchanged:

\[
(WQ)\,\frac{\xi}{Q}=W\xi .
\]

A projection amplitude therefore has a meaning only together with the normalization of its partial wave. Before comparing 0.87 with the output of a PAW code, check how that code normalizes its partial waves.

**6. Can confinement supply such a weight?**

The bound doesn't say what a crystal would do. A simple estimate cuts the atomic orbital off at a radius representing the volume per atom, roughly 3.3 bohr, and restores its norm. The free 4p orbital has norm 0.694 inside that radius. Each atom carries half of the crystal state, so \(|c|^2\times0.694=\tfrac12\), and

\[
W=\frac{1}{0.694}=1.44,\qquad
\Delta=1.44\times0.190\ \text{eV}=0.27\ \text{eV}.
\]

The cut orbital does not satisfy a boundary condition chosen for the cell. For a second estimate I solved the scalar-relativistic p equation in the same potential, inside 3.3 bohr, with

\[
\frac{r}{R}\frac{dR}{dr}=-2,\qquad R=\frac ur,
\]

at the boundary. This slope is a model choice between a flat function and one with a node there. The solution lies at \(-4.13\) eV, close to the free-atom level.

Its amplitude on the atomic partial wave follows from the PAW transformation. For one channel, \(\tilde\psi=\psi-(\phi-\tilde\phi)c\). Projecting, and using \(\langle\tilde p|\tilde\psi\rangle=c\) and \(\langle\tilde p|\tilde\phi\rangle=1\),

\[
c=\langle\tilde p|\psi\rangle-c\langle\tilde p|\phi\rangle+c
\quad\Longrightarrow\quad
c=\frac{\langle\tilde p|\psi\rangle}{\langle\tilde p|\phi\rangle} .
\]

I used a projector whose radial factor, multiplying \(u\) in the integral, is \(r^2(1-r^2/R_c^2)^2\) inside \(R_c\) and zero outside. For a wave normalized in one atomic cell this gives \(c^2=1.429\). Direct integration of \(\xi(r)\) over the confined wave gives a spin-orbit constant 1.428 times the atomic one. In this case the single projection reproduces the spin-orbit enhancement to about 0.1% of the directly integrated value. This closeness is special to the example: the confined level lies within 0.09 eV of the free-atom level, so inside \(R_c\) the confined wave solves the same radial equation at almost the same energy and is nearly proportional to the partial wave.

With two atoms each carrying half the norm, the factor 1.428 is also the total weight \(W\). The predicted gap is 0.271 eV, about 6% below the target. With this boundary slope, confinement supplies most of the required enhancement, but the outcome depends strongly on the slope. In the same model, a flat function at the boundary gives a spin-orbit constant below the atomic one, and a node there gives more than twice the atomic one. The estimate therefore shows that such a weight is plausible; it does not predict the gap. Because the slope \(-2\) nearly reproduces the free orbital, the result also largely repeats the first estimate rather than confirming it independently. The remaining difference can't be assigned to a cause here, because the model has neither the tetrahedral potential nor the actual band state.

**7. When the formula needs more terms**

- **More channels.** Tetrahedral symmetry also allows d components in this triplet. A second p partial wave is needed if the radial shape inside the sphere departs from the atomic 4p shape. Both add matrix elements to \(H_{\rm SO}\), and one number \(|c|\) no longer fixes the gap.
- **Stronger coupling.** If the spin-orbit energy is not small compared with the distance to other bands of the same parity at \(\Gamma\), they must be included in the diagonalization.
- **Magnetism.** An exchange term \(BS_z\) destroys the quartet–doublet pattern. For \(B\gg W\xi\), spin is nearly fixed along \(z\), and to first order the levels are \(Bm_s+W\xi\,m_lm_s\). Within one spin direction they are spaced by \(W\xi/2\), so \(3\xi/2\) is no longer the relevant splitting.

For non-magnetic germanium in the one-channel description, the amplitude that turns the first-order atomic splitting into 0.29 eV is \(|c|\approx0.87\) per atom, with the atomic 4p partial wave normalized over all space. This is the required value, not a computed crystal amplitude. A self-consistent calculation need not give exactly 0.29 eV, and its amplitude depends somewhat on the projector, so expect agreement to a few percent only.
